# Fitting a One-Gaussian Pseudopotential to Lithium and Testing Its Transferability

## The problem

A lithium atom has two 1s core electrons and one valence electron. We wish to replace nucleus and core by a single potential acting on the valence electron,

$$V(r)=-\frac1r+A\,e^{-ar^2},$$

and to choose $A$ and $a$ so that it reproduces two energy levels, 2s and 3s. A potential fixed in this way, by energies and not by the shape of orbitals, is called energy-consistent. It is transferable to the extent that it also gives levels that were not used in the fit.

Hartree atomic units are used. Energies are measured from Li⁺ plus a free electron at rest.

The fit could use measured levels. Here the levels are computed instead, in the frozen-core Hartree-Fock approximation, so that fitted and predicted levels come from one theory:

$$E_{2s}=-0.196304,\qquad E_{3s}=-0.073797\ \text{hartree}.$$

This reference omits relaxation and polarization of the core, all other correlation, and relativity. Part (f) shows how to correct the prediction if slightly different levels, such as measured ones, are used.

## (a) What the reference levels mean

**Question.** Let $\phi_1$ be the 1s orbital of Li⁺ in Hartree-Fock theory, and let $\phi_v$ be a valence orbital orthogonal to it that satisfies

$$(h+2J_1-K_1)\phi_v=\varepsilon_v\phi_v .$$

Here $h$ contains the kinetic energy and the nuclear attraction $-3/r$, and $J_1$ and $K_1$ are the Coulomb and exchange operators of $\phi_1$. Show that $\varepsilon_v$ is the energy change when an electron is added to an unchanged core.

**Answer.** Write $h_{ii}$ for the expectation value of $h$ in orbital $i$, $J_{ij}$ for the Coulomb integral and $K_{ij}$ for the exchange integral. The ion has two electrons of opposite spin in $\phi_1$, so

$$E_{\rm ion}=2h_{11}+J_{11}.$$

The added electron repels both core electrons, which gives $2J_{1v}$. Exchange acts between equal spins, and one core electron has the spin of the valence electron, which gives $-K_{1v}$. Hence

$$E_{\rm atom}=2h_{11}+J_{11}+h_{vv}+2J_{1v}-K_{1v}.$$

Subtracting,

$$E_{\rm atom}-E_{\rm ion}=h_{vv}+2J_{1v}-K_{1v}=\varepsilon_v ,$$

where the last step takes the expectation value of the orbital equation in the normalized $\phi_v$. For 2s, the numerical check finds $-0.196304$ hartree both for the difference of total energies and for the orbital energy.

## (b) One condition gives a curve

**Question.** Derive the radial equation for the valence electron in $V$. Which of its s states represents lithium 2s? Show that $A$ must be positive, and that for given $a$ at most one $A$ reproduces $E_{2s}$.

**Answer.** Put $\psi=[u(r)/r]\,Y_{lm}$. The Laplacian acts as

$$\nabla^2\psi=\frac1r\left[u''-\frac{l(l+1)}{r^2}u\right]Y_{lm}.$$

Inserting this in $-\tfrac12\nabla^2\psi+V\psi=E\psi$ and multiplying by $r$ gives

$$-\tfrac12u''+\left[\frac{l(l+1)}{2r^2}-\frac1r+Ae^{-ar^2}\right]u=Eu,\qquad u(0)=0,\quad \int_0^\infty u^2\,dr=1.$$

The core electrons are no longer present, and the model is to have no core state. Its lowest s state therefore represents 2s, the second 3s and the third 4s.

Now let $p$ stand for $A$ or $a$, and let $H$ be the operator on the left of the radial equation. Differentiating $E=\langle u|H|u\rangle$, with $u$ real, gives

$$\frac{\partial E}{\partial p}=2\left\langle\frac{\partial u}{\partial p}\Big|H\Big|u\right\rangle+\left\langle\frac{\partial H}{\partial p}\right\rangle
=E\,\frac{\partial}{\partial p}\langle u|u\rangle+\left\langle\frac{\partial H}{\partial p}\right\rangle .$$

The norm is constant, so the first term vanishes. This is the Hellmann-Feynman theorem, and here it gives

$$\frac{\partial E}{\partial A}=\langle e^{-ar^2}\rangle>0,\qquad
\frac{\partial E}{\partial a}=-A\langle r^2e^{-ar^2}\rangle .$$

At $A=0$ the lowest s level is the hydrogen value $-1/2$. The target $-0.196304$ lies higher, and the level rises with $A$, so $A>0$. Because the rise is strict, the level can pass the target only once. The first condition thus defines a curve $A(a)$.

The Gaussian repulsion takes over the task of the core: it keeps the valence electron from falling into a state as deep as $-1/2$.

## (c) The second condition selects isolated points

**Question.** On the curve $A(a)$ the following errors, model minus reference, are found for 3s:

| $a$ (bohr⁻²) | $A$ (hartree) | 3s error (hartree) |
|---|---|---|
| 0.4000 | 1.0223 | $-3.73\times10^{-3}$ |
| 0.9865 | 3.5071 | $-2.87\times10^{-4}$ |
| 1.2362 | 5.3836 | $-3.64\times10^{-5}$ |
| 1.5492 | 8.8172 | $+1.17\times10^{-4}$ |
| 6.0000 | 1517.5921 | $+3.36\times10^{-4}$ |

Estimate the fitted $a$ by linear interpolation. How sharply do the two levels determine the parameters?

**Answer.** The error changes sign between the third and fourth rows. Linear interpolation gives

$$a\approx1.2362+(1.5492-1.2362)\,\frac{0.364}{0.364+1.17}=1.31\ \text{bohr}^{-2}.$$

Root finding with the full radial equation gives

$$a=1.292\ \text{bohr}^{-2},\qquad A=5.900\ \text{hartree}.$$

A scan of 13 values from $a=0.4$ to 6 shows this one sign change. That is evidence for a single fit in the range, not a proof. Outside the range the fit is not unique. As $a$ decreases further, the Gaussian becomes a wide plateau that pushes the second s level upward, the error changes sign again, and a second exact fit appears at $a=0.046$ bohr⁻², $A=0.351$ hartree. Its lowest state is too compact, with $\langle r\rangle=1.8$ bohr against $3.9$ bohr for the reference 2s orbital and for the fit above, and its 4s level is in error by $-5\times10^{-4}$ hartree. We keep the fit whose Gaussian has the size of the core.

For the sharpness we need the slope of the 3s level along the curve. At the fitted point the derivatives are

| level | $\partial E/\partial A$ | $\partial E/\partial a$ (hartree bohr²) |
|---|---|---|
| 2s | 0.006400 | $-0.061116$ |
| 3s | 0.001589 | $-0.014574$ |
| 4s | 0.000612 | $-0.005543$ |

Keeping 2s fixed requires $0.006400\,dA-0.061116\,da=0$, so $dA/da=9.55$ hartree bohr². Then

$$\frac{dE_{3s}}{da}=-0.014574+0.001589\times9.55\approx6\times10^{-4}\ \text{hartree bohr}^2.$$

The two terms nearly cancel. A change of only $10^{-5}$ hartree in the 3s target therefore moves $a$ by about $0.017$ bohr⁻² and $A$ by about $0.16$ hartree. The levels must be known far more precisely than the parameters they determine.

A fit in this range of $a$ need not exist for every pair of targets. Within the scanned range, with 2s held fixed, the model can raise 3s by no more than $3.4\times10^{-4}$ hartree above the present reference.

## (d) The prediction

**Question.** The third s level of the fitted potential is $-0.038476$ hartree. The reference 4s level, not used in the fit, is $-0.038474$ hartree. Assess the prediction.

**Answer.** The predicted level is $-1.0470$ eV. Before rounding, its error is $-1.4\times10^{-6}$ hartree, or $-0.04$ meV. Relative to the size of the reference 4s level this is

$$\frac{1.4\times10^{-6}}{0.0385}\approx4\times10^{-5}.$$

The reference s levels change by less than $10^{-7}$ hartree when a different basis is used, so the error does not come from the basis of the reference. The model levels were found both in a Laguerre basis and by finite differences, and the two methods agree to six decimals, giving $-0.038476$ hartree for 4s. This supports the sign and the order of the error, about $10^{-6}$ hartree, as a property of this fitted potential, but it does not independently confirm the second digit. The error measures agreement with frozen-core Hartree-Fock theory, not with experiment.

## (e) How severe is this test?

**Question.** Define the quantum defect $\delta$ of a level by $E=-1/[2(n-\delta)^2]$. Predict 4s without any potential, first by keeping the 3s defect, then by taking $\delta$ linear in $E$. What follows for the test in part (d)?

**Answer.** Solving the definition for $\delta$ gives

$$\delta=n-\frac1{\sqrt{-2E}},$$

and hence $\delta_{2s}=0.40405$ and $\delta_{3s}=0.39705$. With a constant defect,

$$E_{4s}\approx-\frac{1}{2(4-0.39705)^2}=-0.038517\ \text{hartree},$$

which is in error by $-4.3\times10^{-5}$ hartree.

For a linear defect the slope is

$$\frac{0.39705-0.40405}{-0.073797+0.196304}=-0.0571\ \text{hartree}^{-1}.$$

The energy sought appears on both sides, so we insert the constant-defect value on the right as a first guess:

$$\delta_{4s}\approx0.39705-0.0571\,(-0.038517+0.073797)=0.39504,$$

$$E_{4s}\approx-\frac1{2(4-0.39504)^2}=-0.038474\ \text{hartree}.$$

Solving for the energy self-consistently leaves an error of $+3\times10^{-7}$ hartree.

The fitted potential is about thirty times more accurate than the constant defect, but the straight line is about four times more accurate than the potential. Two fitted levels fix both the value and the slope of $\delta(E)$. For lithium s states, and for a model whose departure from $-1/r$ is confined to the core region, little more is needed to reach 4s. The 4s level is thus a mild test of such a potential, although it does reject the wide second fit of part (c), whose error is about twelve times that of the constant defect. It shows that the potential carries over to another energy in the s channel, but it does not single out the Gaussian form.

## (f) Using other input levels

**Question.** Find the first-order change of the predicted 4s level when the 2s and 3s targets change by $dE_{2s}$ and $dE_{3s}$. Explain the size of the coefficients with the linear quantum defect.

**Answer.** We seek $c_2$ and $c_3$ such that $dE_{4s}=c_2\,dE_{2s}+c_3\,dE_{3s}$ for every change $dA$, $da$. Comparing the coefficients of $dA$ and of $da$ gives

$$c_2\frac{\partial E_{2s}}{\partial A}+c_3\frac{\partial E_{3s}}{\partial A}=\frac{\partial E_{4s}}{\partial A},\qquad
c_2\frac{\partial E_{2s}}{\partial a}+c_3\frac{\partial E_{3s}}{\partial a}=\frac{\partial E_{4s}}{\partial a}.$$

The solution with unrounded derivatives is

$$c_2=-0.027,\qquad c_3=0.493 .$$

The rounded derivatives in part (c) are too coarse for this purpose, because of the near cancellation found there. Refitting the potential to slightly shifted targets gives the same coefficients.

To understand them, write the straight line through the two fitted defects as

$$\delta_{4s}=(1-x)\,\delta_{2s}+x\,\delta_{3s},\qquad
x=\frac{E_{4s}-E_{2s}}{E_{3s}-E_{2s}}=\frac{0.157830}{0.122507}=1.288 .$$

With $n^*=n-\delta$, differentiating $E=-\tfrac12(n-\delta)^{-2}$ gives $dE=-d\delta/n^{*3}$, so $d\delta=-n^{*3}dE$. The change of $x$ itself is multiplied by the small difference $\delta_{3s}-\delta_{2s}=-0.007$, and we neglect it. Then

$$c_3\approx x\left(\frac{n^*_{3s}}{n^*_{4s}}\right)^3=1.288\left(\frac{2.603}{3.605}\right)^3=0.485,$$

$$c_2\approx(1-x)\left(\frac{n^*_{2s}}{n^*_{4s}}\right)^3=-0.288\left(\frac{1.596}{3.605}\right)^3=-0.025 .$$

Both are close to the values for the potential. The negative sign of $c_2$ comes from extrapolation: 4s lies beyond 3s as seen from 2s, so $x>1$.

To use measured levels, insert their differences from the reference 2s and 3s levels and add $dE_{4s}$ to the predicted 4s level. This is a first-order correction. If the differences are not small, the fit should be repeated, provided that a solution exists.

## (g) A test in another channel

**Question.** Show that the potential fitted to the s levels cannot reproduce the lithium 2p level, whatever the positive value of $A$. State the numerical error and a remedy.

**Answer.** Let $h_0$ be the radial operator for $l=1$ with potential $-1/r$. Its lowest level is the hydrogen 2p energy $-1/8$. If $u$ is the lowest normalized p state of the fitted potential, then

$$E_{2p}^{\rm model}=\langle u|h_0|u\rangle+A\langle e^{-ar^2}\rangle\ \ge\ -\frac18+A\langle e^{-ar^2}\rangle\ >\ -\frac18 .$$

The first inequality holds because no state has an expectation value of $h_0$ below its lowest level.

The frozen-core level lies on the other side of $-1/8$. In that theory the operator for a p electron is

$$h_0+\left[-\frac2r+2J_1(r)\right]-K_1 .$$

The function $J_1(r)$ is the potential of one unit of charge spread over the spherical 1s cloud. The part of the cloud outside $r$ contributes less than it would if it sat at the centre, so $J_1(r)<1/r$ and the bracket is negative. The expectation value of $K_1$ is the Coulomb self-energy of the product $\phi_1^*\phi$, which is not negative, so $-K_1$ cannot raise the energy. A p orbital is orthogonal to 1s by symmetry, so the hydrogen 2p function is an allowed trial function. Its energy is below $-1/8$, and by the variational principle so is the lowest p level.

The numbers agree with both statements:

$$E_{2p}^{\rm model}=-0.1139,\qquad E_{2p}^{\rm reference}=-0.1286\ \text{hartree}.$$

The error is $+0.0147$ hartree, or $+0.40$ eV, which is 11% of the reference binding energy and about ten thousand times the size of the 4s error.

The physical reason is that the core acts differently on s and p electrons, while the model applies one Gaussian to both. An s valence electron must stay orthogonal to the 1s core, and in a model without a core state this appears as repulsion. A p electron has no p core state to avoid, so this repulsion is misplaced, and it raises the model level $0.0111$ hartree above $-1/8$. The reference level lies $0.0036$ hartree below $-1/8$ because of the two attractive terms above, of which exchange is the larger: for the hydrogen 2p function the bracket contributes $-0.0009$ and $-K_1$ contributes $-0.0019$ hartree. The remedy is a potential that depends on $l$, with separate parameters $A_l$ and $a_l$. By the inequality above, a single Gaussian for the p channel must have $A_1<0$.

## Calculated quantities

```
Lithium, frozen-core Hartree-Fock reference
reference 2s: -0.196304 hartree = -5.3417 eV
reference 3s: -0.073797 hartree = -2.0081 eV
reference 4s: -0.038474 hartree = -1.0469 eV
reference 2p: -0.128637 hartree = -3.5004 eV
largest s-level change with another basis: 7.6e-08 hartree
energy change on adding frozen 2s: -0.196304 hartree
quantum defects 2s, 3s, 4s: 0.40405, 0.39705, 0.39505
Curve on which 2s is exact: a (bohr^-2), A, 3s error, 4s error (hartree)
  0.4000  1.0223  -3.73e-03  -1.86e-03
  0.5013  1.3099  -2.29e-03  -1.14e-03
  0.6282  1.7417  -1.32e-03  -6.57e-04
  0.7872  2.4138  -6.88e-04  -3.42e-04
  0.9865  3.5071  -2.87e-04  -1.43e-04
  1.2362  5.3836  -3.64e-05  -1.93e-05
  1.5492  8.8172  +1.17e-04  +5.61e-05
  1.9414  15.5905  +2.09e-04  +1.02e-04
  2.4329  30.1626  +2.64e-04  +1.29e-04
  3.0488  64.8519  +2.98e-04  +1.45e-04
  3.8206  158.0197  +3.17e-04  +1.55e-04
  4.7879  447.4296  +3.29e-04  +1.60e-04
  6.0000  1517.5921  +3.36e-04  +1.64e-04
number of two-level fits found in the scan: 1
  fit: a = 1.2923 bohr^-2, A = 5.8998 hartree, 4s = -0.038476 hartree
used fit: a = 1.2923 bohr^-2, A = 5.8998 hartree
fitted potential, s levels (Laguerre basis): -0.196304, -0.073797, -0.038476 hartree
fitted potential, s levels (finite differences): -0.196304, -0.073797, -0.038476 hartree
predicted 4s: -0.038476 hartree = -1.0470 eV
4s error: -1.36e-06 hartree = -0.037 meV
4s from constant defect: -0.038517 hartree, error -4.28e-05
4s from defect linear in E: -0.038474 hartree, error +3.37e-07
level gradients dE/dA (no unit), dE/da (hartree bohr^2):
  2s: 0.006400, -0.061116
  3s: 0.001589, -0.014574
  4s: 0.000612, -0.005543
sensitivity c2 = -0.0269, c3 = 0.4931 (no unit)
sensitivity by refitting: c2 = -0.0269, c3 = 0.4931 (no unit)
2p from the same potential: -0.113932 hartree
2p error: +0.014704 hartree = +0.4001 eV
size ratio of 2p error to 4s error: 10821
```
